Leibfried–Schlömann scaling of lattice thermal conductivity above the Debye temperature

**What depends on the scaling law**

When the lattice conductivity of a crystal is needed at high temperature, one can run a full anharmonic calculation, or rescale a known value from a similar crystal using mass, spacing, Debye temperature and Grüneisen parameter. The second route is sound if the prefactor is the same for both crystals. The law is

κ = C M a ω_D³/(γ²T) = C (k_B/ħ)³ M a θ³/(γ²T).   (1)

Here M is the mean atomic mass, a³ the volume per atom, θ = ħω_D/k_B the Debye temperature, γ the Grüneisen parameter and C a pure number.

Three assumptions enter: phonons carry the heat, three-phonon processes at lowest order in the cubic anharmonicity damp them, and k_BT is well above the phonon energies. The powers of M, a, θ and T then hold among crystals with the same structure, mass ratios and dimensionless force constants. The factor 1/γ² is weaker: C itself depends on γ and levels off when γ is large. The derivation uses an fcc crystal in which every factor can be followed.

**Harmonic crystal and definitions**

Nearest neighbours a distance d apart interact through a bond energy φ(r), with

φ'(d) = 0, φ''(d) = K, φ'''(d) = gK/d.

The volume per atom is V_c = d³/√2 = a³, so d = 2^(1/6) a. For N atoms, the normal coordinates Q are defined by

u_l = (NM)^(−1/2) Σ e_λ Q_λ exp(iq·R_l),

where λ stands for a wavevector q and a branch. Inversion symmetry makes the dynamical matrix real, so the polarization vectors e can be chosen real.

A Debye spectrum 3ω²/ω_D³ has mean square frequency 3ω_D²/5. I therefore define

ω_D² = (5/3)⟨ω²⟩

for any crystal. At bond length r, each of the six bond directions n contributes to the dynamical matrix

(2/M)(1 − cos q·r) [φ'' nn + (φ'/r)(1 − nn)], with r = rn.

The average of 1 − cos over q is 1 and the trace of the bracket is φ'' + 2φ'/r. Six bonds and three branches give

⟨ω²⟩ = 4(φ'' + 2φ'/r)/M.

At r = d this is 4K/M, hence

ω_D² = 20K/(3M), K = 3Mω_D²/20.   (2)

With γ = −d ln θ/d ln V and d ln V = 3 dr/r,

γ = −(1/2)(d/3)(φ''' + 2φ''/d)/K = −(g + 2)/6, so g = −(6γ + 2).   (3)

The term 2φ''/d arises because a stretched bond acquires tension, which resists sideways motion.

**The cubic vertex**

Let w be the relative displacement of two bonded atoms, with parts w∥ and w⊥ along and across the bond. Up to second order,

r − d = w∥ + w⊥²/(2d).

Inserting this in K(r−d)²/2 + gK(r−d)³/(6d) and keeping cubic terms gives

(K/6d)[g w∥³ + 3w∥w⊥²] = (K/6d)[(g − 3)w∥³ + 3w∥w²],

since w⊥² = w² − w∥². Third-order terms in r − d would first appear at fourth order in the energy, because φ'(d) = 0.

Write the cubic energy as H₃ = (1/6)ΣΨQ₁Q₂Q₃. A mode contributes e[exp(iq·d) − 1] = 2i sin(q·d/2) exp(iq·d/2) e to w, where d = dn. For wavevectors −q₁, q₂, q₃ that sum to zero (q₃ is not folded back into the zone) the phase factors multiply to 1. The sum over cells gives N, against N^(−3/2) from the coordinates. Therefore

|Ψ| = 8K/(d M^(3/2) N^(1/2)) |P|,   (4)

P = Σ_b s₁s₂s₃ [(g−3)α₁α₂α₃ + α₁ e₂·e₃ + α₂ e₁·e₃ + α₃ e₁·e₂],

with s_i = sin(q_i·d/2), α_i = n·e_i, and b running over the six bond directions. From (3), g − 3 = −(6γ + 5). P is linear in γ, but not proportional to it.

**Decay rate of a phonon**

Insert Q_λ = (ħ/2ω_λ)^(1/2)(a_λ + a†_−λ). For a decay 1 → 2 + 3, the six orderings of the labels cancel the 1/6 in H₃. The golden rule, with δ(energy) = δ(ω)/ħ, gives the strength

(2π/ħ²)|Ψ|² ħ³/(8ω₁ω₂ω₃) = πħ|Ψ|²/(4ω₁ω₂ω₃).

The occupation factors, forward and reverse, are

−n₁(1+n₂)(1+n₃) + (1+n₁)n₂n₃ = −n₁(1+n₂+n₃) + n₂n₃.

An excess in n₁ thus decays with the factor 1+n₂+n₃. Summing over ordered pairs counts each decay twice, which changes π/4 into π/8.

For absorption, 1 + 2 → 3, the same algebra gives

−n₁n₂(1+n₃) + (1+n₁)(1+n₂)n₃ = −n₁(n₂−n₃) + (1+n₂)n₃,

so the factor is n₂ − n₃. Here 2 and 3 play different roles and the strength stays π/4. It can be divided equally between the two ways of naming them, π/8 each. Reversing the wavevector of the absorbed phonon, which leaves its frequency unchanged, puts all processes in the form q₁ = q₂ + q₃.

With x = ħω/k_BT and n + 1/2 = (1/2)coth(x/2), the addition formula for coth gives

1 + n₂ + n₃ = sinh((x₂+x₃)/2)/[2 sinh(x₂/2) sinh(x₃/2)],
n₂ − n₃ = sinh((x₃−x₂)/2)/[2 sinh(x₂/2) sinh(x₃/2)].

Energy conservation turns both numerators into sinh(x₁/2). For small x both factors become x₁/(x₂x₃) = k_BTω₁/(ħω₂ω₃), and

1/τ₁ = (πk_BT/8) Σ |Ψ|²/(ω₂²ω₃²) Δ,   (5)

Δ = δ(ω₁−ω₂−ω₃) + δ(ω₁−ω₂+ω₃) + δ(ω₁+ω₂−ω₃).

Planck's constant has dropped out: above θ the damping is classical.

A classical argument confirms this. Mode 1 feels the force F = −(1/2)ΣΨQ₂Q₃ from the other modes. If S is the spectrum of F at ω₁, the force feeds energy at a rate S/2 into a real coordinate of unit mass, while damping removes k_BT/τ₁. Balance requires 1/τ₁ = S/(2k_BT). Using ⟨Q(t)Q*(0)⟩ = (k_BT/ω²)cos ωt and the two equal pairings of Q₂Q₃,

⟨F(t)F*(0)⟩ = (1/2)Σ|Ψ|²(k_BT)²/(ω₂²ω₃²) cos ω₂t cos ω₃t.

The Fourier transform of the product of cosines at ω₁ is (π/2)Δ, apart from a delta function that positive frequencies cannot satisfy. This reproduces (5).

The check was also made numerically for 64 atoms at γ = 2. Forces came from the nonlinear bond law along 800 sampled harmonic trajectories, and both sides used a frequency broadening of 0.1ω_D. The ratio of noise damping to (5), summed over all modes, was 1.000. For the separate groups of symmetry-related wavevectors it lay between 0.991 and 1.007.

**From the rate to the conductivity**

Measure frequencies in ω_D and mark the results with a hat. By (2), K²/M³ = (9/400)ω_D⁴/M. The factor 1/(ω₂²ω₃²) supplies ω_D^(−4) and Δ supplies 1/ω_D. Equations (4) and (5) become

1/τ₁ = (9π/50) [k_BT/(Md²ω_D)] S₁(γ),   (6)

S₁(γ) = (1/N) Σ P² Δ̂/(ω̂₂²ω̂₃²),

where 9π/50 = (π/8)(64)(9/400).

In a temperature gradient, the relaxation-time form of the Boltzmann equation gives δn = −τ v·∇T ∂n/∂T. Each mode carries the energy ħω, and ħω ∂n/∂T → k_B in the classical limit. Cubic symmetry supplies a factor 1/3:

κ = (k_B/(3NV_c)) Σ v²τ.   (7)

Put v = ω_D d v̂ and V_c = d³/√2. The powers of d combine as −3 + 2 + 2 = 1, and those of ω_D as 2 + 1 = 3:

κ = (50√2/(27π)) (M d ω_D³/T) (1/N) Σ v̂²/S₁(γ).

Replacing d by 2^(1/6) a gives (1), with

C(γ) = (50·2^(2/3)/(27π)) (1/N) Σ γ²v̂²/S₁(γ).   (8)

For large γ, S₁ grows as γ² and C tends to a constant. This assumes that the sum over long waves converges as the crystal grows.

At fixed springs, ω_D³ ∝ (K/M)^(3/2), so κ ∝ K^(3/2) M^(−1/2) a/(γ²T). Heavier atoms then lower the conductivity. The explicit factor M in (1) describes a comparison at fixed θ, which requires stiffer springs for heavier atoms.

**Several atoms per cell**

Write the masses as Mμ_s, the harmonic constants as K times pure numbers, and the cubic constants as K/a times pure numbers. Frequencies scale as (K/M)^(1/2), velocities as a(K/M)^(1/2), and the squared vertex again as K²/(a²M³). Equations (5) and (7) therefore give the same powers, with M the mean mass. The number C now depends on the μ_s, on the structure and on the pure force constants. Changing the mass on one sublattice alone changes C, so inserting the new mean mass in (1) is not enough.

**Beyond the relaxation time**

Equation (7) lets each phonon relax as if all others stayed in equilibrium. To remove this restriction, write δn₁ = −(∂n₁/∂T)F₁·∇T, where F₁ is an unknown vector mean free path, and define ψ by δn = n(1+n)ψ. The net rate of each process is then proportional to ψ₁ − ψ₂ − ψ₃. This also covers absorption, because ψ is odd in q and one wavevector was reversed. Since ∂n/∂T = n(1+n)ħω/(k_BT²), ψ is proportional to ωF, and the Boltzmann equation becomes

Σ Γ₁₂₃ (ω₁F₁ − ω₂F₂ − ω₃F₃) = ω₁v₁,   (9)

κ = (k_B/(3NV_c)) Σ v·F,

where Γ₁₂₃ are the terms of (5). Dropping F₂ and F₃ returns F₁ = τ₁v₁. Every Γ scales as (6), so F scales as vτ did. The law survives, and the numerical value of C changes.

This was tested at γ = 2 on a 4×4×4 wavevector mesh, with broadening 0.1ω_D. One crystal had 40 u, 20 N/m, 0.30 nm and 500 K; the other had 92 u, 14 N/m, 0.42 nm and 950 K. Their relaxation-time conductivities, 14.5 and 4.12 W/(m K), differ by a factor of 3.5, yet both give C = 0.018154. The full solution gives C = 0.018938 for both. So coarse a mesh serves to test the powers, but not to determine C.

**Worked example: a copper-like lattice**

Take M = 63.5 u, d = 0.256 nm, θ = 320 K, γ = 2 and T = 600 K. These are rough values for copper, and the result concerns only the lattice part of its conductivity. They give a = 0.2281 nm, ω_D = 41.89 rad/ps and, from (2), K = 27.8 N/m. The dimensional factor is

M a ω_D³/(γ²T) = 736.8 W/(m K).

On a 16×16×16 mesh with broadening 0.06ω_D, equation (8) gives C = 0.01078. Hence

κ = 0.01078 × 736.8 W/(m K) ≈ 7.9 W/(m K).

Going from a 12×12×12 to a 16×16×16 mesh at fixed broadening shifts κ by 0.1 %. Raising the broadening from 0.06 to 0.09ω_D on the smaller mesh lowers it by 11 %. Lowering it from 0.06 to 0.03ω_D on the 16×16×16 mesh raises C by about 12 %, to 0.0121, and the rise has not levelled off there: at 0.015ω_D, meshes from 12×12×12 to 20×20×20 give C between 0.0127 and 0.0129. The values of C and κ quoted here are therefore too low by roughly 18 % or more within the relaxation-time approximation.

At broadening 0.06ω_D the mean decay rate is 0.72 per ps and the mode-averaged free path is 3.5 nm, about fifteen times a. At 0.03ω_D they are 0.69 per ps and 3.9 nm. The decay rate averages 2.3 % of the frequency, and at this ratio a phonon goes through about seven periods in one lifetime. This supports the phonon picture, but does not bound the four-phonon contribution.

The relaxation-time approximation introduces a larger error. At broadening 0.1ω_D, the full solution exceeds it by a factor of 1.45 on an 8×8×8 mesh and 1.46 on a 10×10×10 mesh; the factor of only 1.04 on the 4×4×4 mesh reflects the coarseness of that mesh. At broadening 0.06ω_D the factor is about 1.6 on both finer meshes, which raises κ to about 13 W/(m K). Since the result still depends on the broadening, this is an estimate and not a converged value.

**How far the γ⁻² factor can be trusted**

With θ, M, a, T, mesh and broadening fixed, the relaxation-time prefactor is:

γ = 1: C = 0.0082
γ = 2: C = 0.0108
γ = 3: C = 0.0118
γ = 10: C = 0.0133
large γ: C = 0.0139

From γ = 1 to γ = 2 the bare law predicts a fourfold drop in κ. The relaxation-time values give 4 × 0.00816/0.01078 = 3.0. From γ = 2 to γ = 3 the drop is 2.1 instead of 2.25. Using the large-γ constant at γ = 2 overestimates κ by 29 %. Halving the broadening changes this ratio by less than 1 %, although it shifts C itself by about 12 %. In the full solution, on an 8×8×8 mesh with broadening 0.1ω_D, C depends less on γ: κ drops by a factor of 3.3 from γ = 1 to γ = 2, and the large-γ constant overestimates κ at γ = 2 by 18 %.

Equation (4) shows the origin. The leading coefficient is 6γ + 5 rather than 6γ, so scattering does not vanish with γ. That term alone would give C a fraction (12/17)² = 0.50 of its limit at γ = 2. The computed fraction is 0.77, so the remaining terms of P offset part of the effect. For rescaling between crystals, use a C obtained near the γ of interest. The numbers above belong to this bond model and need not carry over to other structures.

**Quantum statistics and thermal expansion**

Keeping the sinh factors and the quantum heat capacity tests the classical limit at fixed force constants. On the 8×8×8 mesh, in the relaxation-time approximation, the ratio of quantum to classical κ is 0.938 at T = θ/2, 0.983 at θ, 0.9955 at 2θ and 0.9989 at 4θ. The last two deviations differ by a factor of about four, as expected from corrections that begin at order (θ/T)². These ratios were computed with broadening 0.1ω_D; at 0.06ω_D the first two are about 0.93 and 0.98. Within this approximation the classical law is therefore good to about 2 % already at θ.

Expansion matters more if θ and a are taken from the cold crystal. A relative volume change η stretches each bond by dη/3 and costs Kd²η²/3 per atom. Equating this to BV_cη²/2 gives the bulk modulus B = 2√2K/(3d) = 102 GPa. The thermal pressure 3γ_m k_BT/V_c, with the mode-averaged γ_m = 1.90, is balanced by Bη. To first order in η, this gives a growth of 3.9 % at 600 K. Since a ∝ V^(1/3) and θ³ ∝ V^(−3γ), κ changes at fixed γ and C by

(1.039)^(1/3 − 6) ≈ 0.81.

This first-order estimate is rough, because stretched bonds soften and expand further. The size of that effect depends on the fourth and higher derivatives of φ, which K and γ do not fix. Minimising the free energy for a Morse bond with the same K and g gives η = 4.5 % and, with θ recomputed for the expanded crystal, a factor of 0.77; a bond law cut off after the cubic term gives 7.2 % and 0.61. These factors keep γ and C fixed. Recomputing the relaxation-time κ for the expanded Morse crystal, where both change, gives a total factor between 0.80 and 0.83 on an 8×8×8 mesh for broadenings 0.1 and 0.06ω_D; on a 12×12×12 mesh the range narrows to about 0.80 to 0.81.

If θ, a and γ are those of the crystal at 600 K, their changes are already included and must not be applied again. The tension in the stretched bonds still changes C: in the expanded Morse crystal it is higher than for unstretched bonds with the same γ, by 12 to 16 % on the 8×8×8 mesh and 11 to 13 % on the 12×12×12 mesh, depending on the broadening.

**Comparison with real copper**

In real copper, electrons carry most of the heat; the total conductivity is roughly 400 W/(m K). The value found here is a small lattice part and must not be used as the conductivity of the metal. The model's bulk modulus is below the real one, roughly 140 GPa, so a single spring constant fitted to this rough θ does not reproduce the stiffness of copper.

Electrons also damp the phonons. The golden rule gives 1/τ_e = 4πωX, where X is the sum over electron states of one spin of the squared coupling times two delta functions at the Fermi energy; the factor 4π includes both spins. The electron–phonon constant is defined by Λ = (1/N) Σ 2X/(ħωN_F), summed over all modes, with N_F the density of states per atom and spin. If all 3N modes contribute equally, 2X/(ħωN_F) = Λ/3, so X = Λħω N_F/6. For one free electron per atom N_F = 3/(4E_F), so

1/τ_e = πΛħω²/(2E_F).

With a rough Λ = 0.15 and E_F = 7.0 eV, adding this rate multiplies the relaxation-time κ by 0.956. In the full solution on an 8×8×8 mesh the loss is larger: about 6 % at broadening 0.1ω_D and 8 % at 0.06ω_D, against 4 to 5 % in the relaxation-time approximation. For these parameters it is smaller than the effect of expansion and much smaller than the error of the relaxation-time approximation. The remaining values are listed in the numerical output below.

Computed values

```
TESTS
force-noise rate / golden-rule rate, all modes: 1.000
same, range over stars: 0.991 to 1.007
crystal 1: 40 u, 20 N/m, 0.30 nm, 500 K; theta = 342.2 K
crystal 2: 92 u, 14 N/m, 0.42 nm, 950 K; theta = 188.8 K
kappa 1, 2 (relaxation time, coarse mesh): 14.4927, 4.1239 W/(m K)
C 1, 2 (relaxation time): 0.018154, 0.018154
C 1, 2 (full solution): 0.018938, 0.018938
EXAMPLE, copper-like fcc model
mass = 63.5 u, bond = 0.256 nm, theta = 320 K, T = 600 K
gamma = 2.0, g = -14.0, mode-averaged gamma = 1.902
spacing a = 0.2281 nm
omega_D = 41.89 rad/ps
spring K = 27.76 N/m
M a omega_D^3/(gamma^2 T) = 736.8 W/(m K)
C (relaxation time, 16^3 mesh) = 0.01078
kappa (relaxation time) = 7.95 W/(m K)
kappa shift, mesh 12^3 to 16^3: +0.1 %
kappa shift, broadening 0.06 to 0.09 omega_D: -11.2 %
mean decay rate = 0.718 1/ps
mean of decay rate / frequency = 0.0227
mean free path, mode average = 3.45 nm
C AGAINST GAMMA
gamma =   1.0: C = 0.00816, C / limit = 0.586
gamma =   1.5: C = 0.00983, C / limit = 0.706
gamma =   2.0: C = 0.01078, C / limit = 0.774
gamma =   3.0: C = 0.01180, C / limit = 0.847
gamma =  10.0: C = 0.01328, C / limit = 0.954
gamma = 100.0: C = 0.01386, C / limit = 0.995
large-gamma limit of C = 0.01392
NEGLECTED EFFECTS
full / relaxation-time kappa (8^3 mesh) = 1.451
kappa with this factor = 11.53 W/(m K)
quantum / classical kappa at T/theta = 0.500: 0.9381
quantum / classical kappa at T/theta = 1.000: 0.9826
quantum / classical kappa at T/theta = 1.875: 0.9949
quantum / classical kappa at T/theta = 2.000: 0.9955
quantum / classical kappa at T/theta = 4.000: 0.9989
bulk modulus = 102.2 GPa
volume expansion coefficient = 64.9 1e-6/K
volume growth from 0 K, classical estimate = 3.90 %
kappa factor from expansion at fixed gamma = 0.805
electron-phonon constant (rough) = 0.15, free-electron Fermi energy = 7.01 eV
kappa factor from damping by electrons = 0.956
```
